# Diffuse functions in the electron affinity of SH and thiolate head groups

## Problem

Sulfur-bearing accelerators for copper plating attach to the metal through a thiolate group, $\mathrm{RS^-}$. Some calculations on such molecules use the energy of the free anion relative to a neutral species. This exercise finds how much that energy difference suffers when the basis has no diffuse functions, that is, no Gaussians with small exponents that reach far from the nuclei.

Define the electron affinity at fixed nuclei as

$$
\mathrm{EA}=E(\mathrm{SH})-E(\mathrm{SH^-}),
$$

positive when the anion lies lower. Use an S–H distance of 1.34 Å for both species, and freeze the 1s, 2s and 2p shells of sulfur, and the 1s shell of carbon where present, in the correlated calculations.

(a) For a basis $X$ and its diffuse-augmented form aug-$X$, express the change in EA through the energy lowering of each species. What does the variational theorem say about its sign?

(b) Derive the shape of the outermost $\pi$ orbital of the anion far from the molecule, and compare it with computed orbitals.

(c) Compute EA with cc-pVDZ and aug-cc-pVDZ by CCSD(T), check the method, and estimate the basis error that remains.

(d) Find which atom needs the diffuse functions.

(e) Transfer the result to a thiolate head group, modelled by $\mathrm{CH_3S^-}$, and to the reduction of a disulfide. Express the error as a potential and as an error in an equilibrium constant at 298.15 K.

(f) Estimate how water changes the answer, and state what it means for a real plating bath.

For $\mathrm{CH_3S}$ take C–S = 1.82 Å, C–H = 1.10 Å and an S–C–H angle of 111°, with threefold symmetry, for radical and anion alike. For HSSH take S–S = 2.06 Å, S–H = 1.34 Å, an S–S–H angle of 98° and a dihedral angle of 90°.

## Solution

### (a) The error as a difference of two lowerings

Let $L(M)=E_X(M)-E_{\mathrm{aug}\text{-}X}(M)$ be the energy by which augmentation lowers species $M$. The diffuse effect is

$$
\begin{aligned}
\delta_X&=\mathrm{EA}_{\mathrm{aug}\text{-}X}-\mathrm{EA}_X\\
&=[E_{\mathrm{aug}\text{-}X}(\mathrm{SH})-E_X(\mathrm{SH})]-[E_{\mathrm{aug}\text{-}X}(\mathrm{SH^-})-E_X(\mathrm{SH^-})]\\
&=L(\mathrm{SH^-})-L(\mathrm{SH}).
\end{aligned}
$$

The second line regroups the four energies by species. A lowering common to radical and anion cancels.

The augmented set contains every function of the plain set. The Hartree–Fock minimum over the larger space therefore cannot lie higher, so $L\ge0$ for each species at that level. This does not fix the sign of $\delta_X$, which is a difference of two non-negative numbers. MP2 and CCSD(T) energies are not variational minima, and for them even the sign of $L$ must be computed.

### (b) Why an anion needs a long tail

Remove one electron from $\mathrm{SH^-}$ and a neutral molecule remains. Far away, the departing electron thus feels no net Coulomb attraction. Neglecting the weaker dipole potential of the neutral, its orbital of energy $\varepsilon<0$ obeys, in atomic units,

$$
-\tfrac12\nabla^2\phi=\varepsilon\phi .
$$

Write the radial part of a p orbital as $u(r)/r$ and set $\kappa=\sqrt{-2\varepsilon}$. With $l(l+1)=2$,

$$
u''=\left(\kappa^2+\frac{2}{r^2}\right)u .
$$

Try $u=e^{-\kappa r}[1+1/(\kappa r)]$. Two differentiations give

$$
\begin{aligned}
u'&=-e^{-\kappa r}\left(\kappa+\frac1r+\frac1{\kappa r^2}\right),\\
u''&=e^{-\kappa r}\left(\kappa^2+\frac{\kappa}{r}+\frac{2}{r^2}+\frac{2}{\kappa r^3}\right),
\end{aligned}
$$

and the last bracket equals $(\kappa^2+2/r^2)[1+1/(\kappa r)]$, as required. The other independent solution grows with $r$ and is discarded. Hence

$$
\phi(r)\propto e^{-\kappa r}\left(\frac1r+\frac1{\kappa r^2}\right).
$$

The aug-cc-pVDZ Hartree–Fock orbital energy gives $\kappa=0.435$ per bohr. Between 5 and 8 bohr from sulfur, perpendicular to the bond, the law predicts

$$
\ln\frac{\phi(5)}{\phi(8)}=3(0.435)+\ln\frac{0.2000+0.0920}{0.1250+0.0359}=1.90 .
$$

The computed value is 1.81 with aug-cc-pVDZ and 5.02 with cc-pVDZ. Relative to its value at 5 bohr, the plain orbital at 8 bohr is too small by a factor of about $e^{5.02-1.90}\approx23$.

A single p Gaussian shows what is missing. For $\phi\propto r e^{-ar^2}$,

$$
\ln\frac{\phi(5)}{\phi(8)}=a(64-25)-\ln\frac85=39a-0.470 .
$$

The plain result corresponds to an effective exponent $a=(5.018+0.470)/39=0.14$ per bohr², the augmented one to $a=(1.805+0.470)/39=0.058$. The plain set cannot imitate the slow decay over this range. With augmentation, the root-mean-square radius of the $\pi$ pair rises from 1.26 to 1.41 Å.

### (c) The affinity of SH

The anion has a closed shell; the radical is treated with an unrestricted reference. The affinities in eV are:

| Method | cc-pVDZ | aug-cc-pVDZ |
|---|---:|---:|
| Hartree–Fock | 0.506 | 1.131 |
| MP2 | 1.191 | 2.199 |
| CCSD(T) | 1.098 | 2.118 |

The CCSD(T) diffuse effect is

$$
\delta=2.118-1.098=1.020\ \mathrm{eV}.
$$

The separate lowerings are 1.379 eV for the anion and 0.360 eV for the radical. Their difference agrees with $\delta$ within rounding. About a quarter of the anion's lowering is thus matched by the radical and cancels.

At the Hartree–Fock level the lowerings are 0.712 and 0.087 eV, so $\delta_{\mathrm{HF}}=0.625$ eV. The remaining $1.020-0.625=0.395$ eV comes from correlation. Diffuse functions do more than repair the shape of one orbital: they also provide space in which the outer electrons can avoid each other.

Two tests examine the correlation method. In the small 6-31G basis, CCSD(T) gives 1.3482 eV and full configuration interaction with the same shells frozen gives 1.3502 eV, a difference of 2 meV. The second test obtains the affinity as the ionization energy of the anion, by equation-of-motion CCSD, without a separate calculation of the radical. It gives 1.156 and 2.185 eV in the plain and augmented sets. These values lie 0.06 to 0.07 eV above CCSD(T), but their difference, 1.029 eV, confirms the diffuse effect.

The 6-31G affinity is larger than the cc-pVDZ one. There is no contradiction: an affinity is a difference of energies and need not rise steadily as a basis is improved.

**Remaining basis error.** At triple zeta, MP2 gives 1.871 eV without and 2.314 eV with diffuse functions. The effect has fallen to 0.443 eV, but it has not vanished. To approximate CCSD(T), add the difference between the two methods found in aug-cc-pVDZ:

$$
\mathrm{EA}\approx2.314+(2.118-2.199)=2.233\ \mathrm{eV}.
$$

This assumes that the method difference changes little with the basis. For the correlation part $c_X$ of the MP2 affinity, assume further that $c_X=c_\infty+AX^{-3}$, with $X=2,3$ for the augmented double- and triple-zeta sets. Then $8c_2=8c_\infty+A$ and $27c_3=27c_\infty+A$. Subtraction eliminates $A$:

$$
c_\infty=\frac{27c_3-8c_2}{19}.
$$

With the Hartree–Fock part kept at aug-cc-pVTZ, the estimate becomes 2.306 eV. It is not converged to the digits shown: the same scheme applied to the triple- and quadruple-zeta augmented sets gives about 2.36 eV, so this estimate and the two errors below are uncertain by roughly 0.05 eV. Relative to it, cc-pVDZ is low by $2.306-1.098=1.208$ eV and aug-cc-pVDZ by $2.306-2.118=0.188$ eV. The diffuse effect is therefore most of the double-zeta error, but not all of it.

**Effects of the nuclei and of spin.** MP2/aug-cc-pVDZ energy curves give bond lengths of 1.354 Å for SH and 1.356 Å for $\mathrm{SH^-}$. Letting both bonds relax raises EA by 1.0 meV, and harmonic zero-point motion raises it by 2.9 meV.

Spin–orbit coupling splits the $^2\Pi$ radical into two levels. The lower one drops by half the splitting, which reduces EA. With the bare nuclear charges $Z_A$ and the fine-structure constant $\alpha$, the splitting is $(\alpha^2/2)\langle\sum_A Z_A/r_A^3\rangle$ in the isotropic one-centre picture, and the computed matrix element gives a reduction of 22 meV. This estimate omits screening by the other electrons and uses the π orbitals of the anion instead of those of the radical. These two approximations err in opposite directions, so the number shows only the size of the shift. All three effects are far below $\delta$.

The measured affinity of SH is roughly 2.3 eV. The closeness of the extrapolated value does not establish its accuracy, because core correlation and scalar relativity are absent and the extrapolation is itself approximate.

### (d) Where the functions are needed

The MP2 diffuse effect for SH is 1.008 eV, close enough to the CCSD(T) value for MP2 to be used in comparisons. Diffuse functions on sulfur alone recover 97.3% of it; on hydrogen alone they recover 18.6%. The shares add to more than 100% because functions on the two atoms overlap and can partly replace each other.

One diffuse shell is enough at this level. A second one, whose exponents continue the sequence geometrically, changes EA by 0.008 eV, less than 1% of the effect.

### (e) From SH to a thiolate head group

For $\mathrm{CH_3S}$, MP2 gives 0.948 eV without and 1.799 eV with diffuse functions, hence $\delta=0.851$ eV. This is 0.157 eV less than for SH. These calculations do not identify the cause of the reduction.

Correct the CCSD(T) result for SH by the MP2 change of substituent:

$$
\delta_{\mathrm{head}}\approx1.020+(0.851-1.008)\approx0.86\ \mathrm{eV}.
$$

The step assumes that MP2 describes the change from H to $\mathrm{CH_3}$ well enough. Using the SH value unchanged would overstate this estimate by about 18%.

Diffuse functions on sulfur alone recover 89.1% of the effect in $\mathrm{CH_3S}$. They leave $0.109\times0.851\approx0.09$ eV, so for this model they remove most of the error, though not to chemical accuracy.

**Potential.** Consider $\mathrm{RS^\bullet}+e^-\rightarrow\mathrm{RS^-}$. The plain basis places the anion too high relative to the radical, so the reaction energy is too positive by $\delta_{\mathrm{head}}$. Since $\mathcal E=-\Delta G/e$ for one electron, the computed reduction potential is too negative by

$$
\frac{\delta_{\mathrm{head}}}{e}\approx0.86\ \mathrm V=860\ \mathrm{mV},
$$

provided that the solvation and thermal terms are unchanged.

**Equilibrium constant.** At a fixed electrode potential, $K\propto e^{-\Delta G/k_BT}$. The plain basis makes $K$ too small by

$$
\frac{\delta_{\mathrm{head}}}{k_BT\ln10}=\frac{0.862}{0.02569\times2.303}\approx14.6
$$

powers of ten. Near the potential where radical and anion are in balance, such an error gives a qualitatively wrong population.

**Disulfide.** An accelerator may itself be a disulfide, so consider $\mathrm{HSSH}+2e^-\rightarrow2\mathrm{SH^-}$. The energy released per electron is $\tfrac12E(\mathrm{HSSH})-E(\mathrm{SH^-})$, and augmentation changes it by

$$
\delta_{\mathrm{SS}}=L(\mathrm{SH^-})-\tfrac12L(\mathrm{HSSH}).
$$

MP2 gives 0.963 eV. Subtracting this from $\delta=L(\mathrm{SH^-})-L(\mathrm{SH})$ shows that half a disulfide is lowered by $1.008-0.963=0.045$ eV more than one SH radical. The small difference means that the error per electron is nearly the same whichever of these neutral partners is chosen. For the full two-electron reaction the error is $2\times0.963\approx1.93$ eV.

### (f) Water and the plating bath

Place the anion in a spherical cavity of radius $R$, centred on sulfur, inside a dielectric of relative permittivity $\varepsilon_r$. In atomic units, an enclosed charge $-1$ induces a positive surface charge $Q$. The free energy is

$$
G(Q)=-\frac{Q}{R}+\frac{Q^2}{2Rf},\qquad f=1-\frac1{\varepsilon_r}.
$$

The first term is the attraction; the second is the cost of polarizing the medium. Setting $dG/dQ=0$ gives $Q=f$ and the Born energy $G=-f/(2R)$. For $R=2.6$ Å and $\varepsilon_r=78.4$ its magnitude is 2.734 eV.

The potential of the charged sphere is $f/R$ inside and $f/r$ outside. Electron density beyond the sphere is therefore attracted less, and solvation cannot exceed the Born value while $Q$ is held at $f$. The Hartree–Fock calculation in this potential gives 2.598 eV, slightly below that limit.

The same potential disfavours the diffuse tail. The Hartree–Fock diffuse effect falls from 0.625 eV in the gas to 0.514 eV in the continuum, a reduction of 18%. If the head-group error fell by the same fraction, it would be about 0.7 eV. This scaling is a rough estimate: the neutral radical receives no solvent response here, the cavity radius is a chosen value, and hydrogen bonds are absent. The reduction depends strongly on the radius, because a tighter cavity acts on more of the tail. At the Hartree–Fock level it is about 5% for $R=3.2$ Å and about 50% for $R=2.0$ Å, and at 2.6 Å MP2 gives 14% instead of 18%. The 18% should therefore not be read as a property of water. Within this model, water weakens the need for diffuse functions but does not remove it.

An acid copper bath departs from the free-anion picture more strongly. Alkyl thiols have a p$K_a$ of roughly 10, so at a pH near 0 to 1 a thiolate that is not bound to metal is almost entirely protonated. For the overall reaction $\mathrm{RSSR}+2\mathrm{H^+}+2e^-\rightarrow2\mathrm{RSH}$, the energy of $\mathrm{RS^-}$ cancels if reduction and protonation are computed in the same basis. The large error returns if only one of the two steps is computed with diffuse functions, or if an anion energy computed without them is combined with a measured p$K_a$.

On the electrode, a chemisorbed thiolate shares its charge with the metal, and the metal's basis functions can describe part of its tail. Neither effect was computed, so 0.86 eV must not be applied as a correction to an adsorption energy. It is the double-zeta diffuse error of a free methanethiolate head group in the gas phase. The sulfonate end of a real accelerator carries a further negative charge and needs its own basis check.

The full set of computed values is given in the numerical output below.

## Computed results

```
S-H distance: 1.34 angstrom
temperature: 298.15 K
EA SH, HF/cc-pvdz: 0.506 eV
EA SH, MP2/cc-pvdz: 1.191 eV
EA SH, CCSD(T)/cc-pvdz: 1.098 eV
EA SH, EOM-IP-CCSD/cc-pvdz: 1.156 eV
EA SH, HF/aug-cc-pvdz: 1.131 eV
EA SH, MP2/aug-cc-pvdz: 2.199 eV
EA SH, CCSD(T)/aug-cc-pvdz: 2.118 eV
EA SH, EOM-IP-CCSD/aug-cc-pvdz: 2.185 eV
diffuse effect, double zeta, CCSD(T): 1.020 eV
diffuse effect, double zeta, MP2: 1.008 eV
CCSD(T) lowering of SH: 0.360 eV
CCSD(T) lowering of SH-: 1.379 eV
HF lowering of SH: 0.087 eV
HF lowering of SH-: 0.712 eV
EA, CCSD(T)/6-31g: 1.3482 eV
EA, frozen-core full CI/6-31g: 1.3502 eV
anion pi rms radius, cc-pvdz: 1.259 angstrom
ln[phi(5)/phi(8 bohr)], cc-pvdz: 5.018 (no unit)
anion pi rms radius, aug-cc-pvdz: 1.407 angstrom
ln[phi(5)/phi(8 bohr)], aug-cc-pvdz: 1.805 (no unit)
tail decay constant kappa: 0.435 1/bohr
ln[phi(5)/phi(8 bohr)], free p tail: 1.901 (no unit)
bare-nucleus spin-orbit reduction of EA: 21.9 meV
cavity radius: 2.6 angstrom
relative permittivity of continuum: 78.4 (no unit)
Born energy of cavity: 2.734 eV
continuum solvation of SH-, HF: 2.598 eV
diffuse effect in gas, HF: 0.625 eV
diffuse effect in continuum, HF: 0.514 eV
share from diffuse functions on S only: 97.3 %
share from diffuse functions on H only: 18.6 %
EA change from second diffuse shell, MP2: 0.0077 eV
MP2 bond length SH: 1.3535 angstrom
MP2 bond length SH-: 1.3562 angstrom
bond-relaxation shift of EA: 1.00 meV
zero-point shift of EA: 2.86 meV
EA CH3S, MP2/cc-pvdz: 0.948 eV
EA CH3S, MP2/aug-cc-pvdz: 1.799 eV
diffuse effect CH3S, MP2: 0.851 eV
CH3S share from S only: 89.1 %
head-group diffuse effect, composite: 0.862 eV
head-group potential error magnitude: 862 mV
equilibrium-constant error: 14.6 decades
disulfide diffuse effect per electron, MP2: 0.963 eV
EA SH, MP2/cc-pvtz: 1.871 eV
EA SH, MP2/aug-cc-pvtz: 2.314 eV
diffuse effect, triple zeta, MP2: 0.443 eV
composite EA at aug-cc-pvtz: 2.233 eV
extrapolated composite EA: 2.306 eV
```
